**Static permittivity of cubic boron nitride from a lattice calculation**

The program tests $\varepsilon_s=\varepsilon_\infty(\omega_{LO}/\omega_{TO})^2$, where $\varepsilon_s$ and $\varepsilon_\infty$ are the static and high-frequency permittivities and $\omega_{LO}$ and $\omega_{TO}$ are the longitudinal and transverse optical phonon frequencies. It builds a zinc-blende lattice of charged, polarizable ions, sums their dipole fields, and finds the vibrations by diagonalization. The static permittivity is computed separately from the response to an applied field. Assertions compare this response with the formula for two wave directions and two sets of lattice parameters, and also cover the permittivity at finite frequency and the effective charge. They further confirm that the phonon splitting vanishes when the ions carry no charge. For cubic boron nitride, both the formula and the lattice response give 6.8854, or about 6.9. The remaining output sizes the effects of strain, optical dispersion, heating, doping, damping and high field, using rough material parameters.

## Check in Python

```python
# Result under test: in a cubic crystal with two atoms per cell,
#     eps_s = eps_inf * (w_LO / w_TO)**2
# eps_s: static permittivity at fixed strain; eps_inf: electronic permittivity;
# w_LO, w_TO: longitudinal and transverse optical phonon frequencies.
# The independent road is a zinc-blende lattice of charged polarizable ions:
# explicit dipole sums, diagonalization, and response to an applied field.
# Internal units are Hartree atomic units, with D = E + 4 pi P.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

PI = np.pi
BOHR = sc.physical_constants["Bohr radius"][0]
CM = sc.physical_constants["hartree-inverse meter relationship"][0] / 100
AMU = sc.atomic_mass / sc.m_e
FIELD = sc.physical_constants["atomic unit of electric field"][0]
EV_CM = sc.e / (sc.h * sc.c * 100)

# Inputs of the exercise
to_cm, lo_cm, eps_inf = 1055.0, 1305.0, 4.5


def lst(eps, lo, to):
    return eps * (lo / to) ** 2


eps_s = lst(eps_inf, lo_cm, to_cm)

# Supporting data for cubic BN (the lattice constant is a rough value)
a_nm = 0.362
a = a_nm * 1e-9 / BOHR
volume = a**3 / 4
mass_b, mass_n = 10.81 * AMU, 14.007 * AMU
mu = mass_b * mass_n / (mass_b + mass_n)
w_to, w_lo = to_cm / CM, lo_cm / CM
born = np.sqrt(eps_inf * mu * volume * (w_lo**2 - w_to**2) / (4 * PI))


def dipole_tensor(direction):
    """Field at each ion from all other dipoles, for a long wave.
    The Gaussian width is so small that the real-space remainder is negligible."""
    qhat = np.array(direction, float)
    qhat /= np.linalg.norm(qhat)
    eta = 14 / a
    hkl = np.array(list(itertools.product(range(-26, 27), repeat=3)))
    par = hkl % 2
    hkl = hkl[(par[:, 0] == par[:, 1]) & (par[:, 1] == par[:, 2])]
    g = 2 * PI / a * hkl
    k = g + 1e-4 * 2 * PI / a * qhat
    k2 = np.sum(k**2, axis=1)
    weight = np.exp(-k2 / (4 * eta**2)) / k2
    sites = np.array([[0, 0, 0], [a / 4, a / 4, a / 4]])
    tensor = np.zeros((6, 6), complex)
    for i in range(2):
        for j in range(2):
            phase = np.exp(1j * (g @ (sites[i] - sites[j])))
            block = -4 * PI / volume * (k.T @ (k * (weight * phase)[:, None]))
            if i == j:  # remove the field of the ion's own dipole
                block = block + np.eye(3) * 4 * eta**3 / (3 * np.sqrt(PI))
            tensor[3*i:3*i+3, 3*j:3*j+3] = block
    return qhat, tensor


class Lattice:
    """Ions of charge +z and -z, polarizabilities alpha, joined by a spring."""

    def __init__(self, wave, z, alpha, spring):
        self.qhat, self.t = wave
        self.z = np.diag(np.repeat([z, -z], 3))
        self.alpha = np.diag(np.repeat(alpha, 3))
        self.mass = np.repeat([mass_b, mass_n], 3)
        self.b = np.linalg.inv(np.eye(6) - self.alpha @ self.t)
        springs = spring * np.kron([[1, -1], [-1, 1]], np.eye(3))
        self.phi = springs - self.z @ self.t @ self.b @ self.z

    def optical(self):
        root = np.sqrt(self.mass)
        dyn = self.phi / np.outer(root, root)
        values = np.linalg.eigvalsh((dyn + dyn.conj().T) / 2)
        return np.sqrt(values[-3:])

    def permittivity(self, w=0.0, clamped=False):
        """Response to a longitudinal D field, centre of mass at rest."""
        d = np.tile(self.qhat, 2)
        u = np.zeros(6)
        if not clamped:
            total = mass_b + mass_n
            rel = np.vstack([np.eye(3) * mass_n, -np.eye(3) * mass_b]) / total
            force = self.z @ (d + self.t @ self.b @ self.alpha @ d)
            matrix = rel.T @ (self.phi - np.diag(self.mass) * w**2) @ rel
            u = rel @ np.linalg.solve(matrix, rel.T @ force)
        dip = self.b @ (self.z @ u + self.alpha @ d)
        pol = (dip[:3] + dip[3:]) @ self.qhat / volume
        return (1 / (1 - 4 * PI * pol)).real


def close(x, y, tol=1e-5):
    # tolerance covers the finite wavelength and the truncated sums
    return np.allclose(x, y, rtol=tol, atol=0)


# Choose microscopic parameters; the static permittivity is not an input.
lorentz = 4 * PI / (3 * volume)
alpha_sum = (eps_inf - 1) / (eps_inf + 2) / lorentz
alpha = np.array([0.3, 0.7]) * alpha_sum
z_ion = 3 * born / (eps_inf + 2)
spring = mu * w_to**2 + z_ion**2 * lorentz * (eps_inf + 2) / 3


def eps_lattice(w):
    return eps_inf * (lo_cm**2 - w**2) / (to_cm**2 - w**2)


waves = [dipole_tensor([1, 0, 0]), dipole_tensor([1, 2, 3])]
for wave in waves:
    bn = Lattice(wave, z_ion, alpha, spring)
    modes = bn.optical()
    assert close(modes * CM, [to_cm, to_cm, lo_cm])
    assert close(bn.permittivity(clamped=True), eps_inf)
    static_lattice = bn.permittivity()
    assert close(static_lattice, eps_s)
    for test_cm in (500.0, 1200.0, 2000.0):
        assert close(bn.permittivity(test_cm / CM), eps_lattice(test_cm))
    other = Lattice(wave, 1.2 * z_ion, 0.6 * alpha, 1.5 * spring)
    other_modes = other.optical()
    other_inf = other.permittivity(clamped=True)
    other_static = other.permittivity()
    assert close(other_static, lst(other_inf, other_modes[2], other_modes[0]))
    neutral = Lattice(wave, 0.0, alpha, spring)
    neutral_modes = neutral.optical()
    assert close(neutral_modes[2], neutral_modes[0])
    assert close(neutral.permittivity(), neutral.permittivity(clamped=True))

# Born charge: move one ion across the wave, where the macroscopic field is zero
bn = Lattice(waves[0], z_ion, alpha, spring)
shift = np.array([0, 1, 0, 0, 0, 0.0])
dip = bn.b @ bn.z @ shift
born_lattice = (dip[1] + dip[4]).real
assert close(born_lattice, born)
ionic = 4 * PI * born_lattice**2 / (volume * mu * w_to**2)
assert close(ionic, static_lattice - eps_inf)

# Input rounding
d_eps = lst(eps_inf + 0.05, lo_cm, to_cm) - eps_s
d_freq = lst(eps_inf, lo_cm + 1, to_cm - 1) - eps_s
assert round(eps_s, 1) == 6.9

# Piezoelectric part of a freely deforming crystal (rough constants)
e14, c44_gpa = 0.8, 480.0
d_piezo = e14**2 / (c44_gpa * 1e9 * sc.epsilon_0)

# Electronic dispersion if 4.5 was read in visible light (rough oscillator)
light_nm, oscillator_ev = 589.0, 14.0
light_cm = 1e7 / light_nm
gain = 1 / (1 - (light_cm / (oscillator_ev * EV_CM)) ** 2)
lat = (lo_cm**2 - to_cm**2) / (to_cm**2 - light_cm**2)
eps_inf_corr = 1 + (eps_inf - 1 - lat) / (gain + lat)
d_optical = lst(eps_inf_corr, lo_cm, to_cm) - eps_s

# Equal softening of both phonons on heating (rough size)
soft_cm = 10.0
d_heat = lst(eps_inf, lo_cm - soft_cm, to_cm - soft_cm) - eps_s

# Free carriers: observed upper longitudinal line (rough density and mass)
density_cm3, carrier_mass = 1e18, 1.0
density = density_cm3 * (BOHR * 100) ** 3
plasma_cm = CM * np.sqrt(4 * PI * density / (eps_inf * carrier_mass))
upper_cm = brentq(lambda w: eps_lattice(w) - eps_inf * (plasma_cm / w) ** 2,
                  lo_cm, lo_cm + 300)
d_carrier = lst(eps_inf, upper_cm, to_cm) - eps_s

# Damping: frequencies read from the absorption and loss peaks
gamma_cm = 10.0


def eps_damped(w):
    return eps_inf + (eps_s - eps_inf) * to_cm**2 / (
        to_cm**2 - w**2 - 1j * gamma_cm * w)


def peak(function, centre):
    return minimize_scalar(lambda w: -function(w), method="bounded",
                           bounds=(centre - 20, centre + 20),
                           options={"xatol": 1e-7}).x


to_peak = peak(lambda w: eps_damped(w).imag, to_cm)
lo_peak = peak(lambda w: (-1 / eps_damped(w)).imag, lo_cm)
d_damping = lst(eps_inf, lo_peak, to_peak) - eps_s
assert abs(d_damping) < 1e-3

# Anharmonic response: four Morse bonds, field along [111] (rough exponent)
morse_inv_nm, field_mv = 20.0, 8.0
morse = morse_inv_nm * 1e9 * BOHR
bond = a * np.sqrt(3) / 4
normals = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
axis = normals[0]
bond_spring = 0.75 * mu * w_to**2


def displacement(field):
    def net_force(u):
        vectors = bond * normals + u * axis
        length = np.linalg.norm(vectors, axis=1)
        decay = np.exp(-morse * (length - bond))
        pull = bond_spring / morse * decay * (1 - decay)
        return np.sum(pull * (vectors @ axis) / length) - born * field
    return brentq(net_force, -0.1, 0.1, xtol=1e-15)


def eps_field(mv_per_cm):
    field = mv_per_cm * 1e8 / FIELD
    return eps_inf + 4 * PI * born * displacement(field) / (volume * field)


assert close(eps_field(1e-3), eps_s)  # weak field gives the linear answer
u_pm = displacement(field_mv * 1e8 / FIELD) * BOHR * 1e12
d_plus = eps_field(field_mv) - eps_s
d_minus = eps_field(-field_mv) - eps_s

# Radio frequency and layer capacitance
rf_ghz, layer_nm = 10.0, 100.0
rf_cm = rf_ghz * 1e9 / (sc.c * 100)
d_rf = eps_lattice(rf_cm) - eps_s
cap = sc.epsilon_0 * eps_s / (layer_nm * 1e-9) * 1e5
cap_wrong = sc.epsilon_0 * eps_inf / (layer_nm * 1e-9) * 1e5

print(f"TO phonon, input: {to_cm:.0f} cm^-1")
print(f"LO phonon, input: {lo_cm:.0f} cm^-1")
print(f"electronic permittivity, input: {eps_inf:.1f}")
print(f"frequency ratio LO/TO: {lo_cm / to_cm:.5f}")
print(f"squared ratio: {(lo_cm / to_cm)**2:.5f}")
print(f"static permittivity, formula: {eps_s:.4f}")
print(f"static permittivity, lattice response: {static_lattice:.4f}")
print(f"ionic part of static permittivity: {eps_s - eps_inf:.4f}")
print(f"ionic share of static permittivity: {100*(1-eps_inf/eps_s):.1f} %")
print(f"wrong result, ratio swapped: {lst(eps_inf, to_cm, lo_cm):.3f}")
print(f"wrong result, ratio not squared: {eps_inf*lo_cm/to_cm:.3f}")
print(f"change if eps_inf is 0.05 higher: {d_eps:+.3f}")
print(f"change if LO is 1 cm^-1 higher and TO 1 lower: {d_freq:+.3f}")
print(f"lattice constant, rough input: {a_nm:.3f} nm")
print(f"reduced mass: {mu / AMU:.3f} u")
print(f"Born effective charge, from splitting: {born:.3f} e")
print(f"Born effective charge, lattice: {born_lattice:.3f} e")
print("lattice modes: " + ", ".join(f"{x*CM:.2f}" for x in modes) + " cm^-1")
print(f"second lattice, TO: {other_modes[0]*CM:.1f} cm^-1")
print(f"second lattice, LO: {other_modes[2]*CM:.1f} cm^-1")
print(f"second lattice, electronic permittivity: {other_inf:.4f}")
print(f"second lattice, static permittivity response: {other_static:.4f}")
other_lst = lst(other_inf, other_modes[2], other_modes[0])
print(f"second lattice, static permittivity formula: {other_lst:.4f}")
print(f"layer thickness: {layer_nm:.0f} nm")
print(f"capacitance with eps_s: {cap:.1f} nF/cm^2")
print(f"capacitance wrongly using eps_inf: {cap_wrong:.1f} nF/cm^2")
print(f"piezoelectric constant, rough: {e14:.1f} C/m^2")
print(f"shear stiffness, rough: {c44_gpa:.0f} GPa")
print(f"eps_s change, free strain: {d_piezo:+.3f}")
print(f"light wavelength: {light_nm:.0f} nm")
print(f"electronic oscillator energy, rough: {oscillator_ev:.0f} eV")
print(f"eps_inf if 4.5 was read in that light: {eps_inf_corr:.3f}")
print(f"eps_s change, optical reading: {d_optical:+.3f}")
print(f"softening of both phonons, rough: {soft_cm:.0f} cm^-1")
print(f"eps_s change, phonon softening: {d_heat:+.3f}")
print(f"carrier density, rough: {density_cm3:.0e} cm^-3")
print(f"carrier mass, rough: {carrier_mass:.1f} m_e")
print(f"screened plasma wavenumber: {plasma_cm:.1f} cm^-1")
print(f"upper coupled line: {upper_cm:.2f} cm^-1")
print(f"eps_s error if that line is taken as LO: {d_carrier:+.3f}")
print(f"line damping, rough: {gamma_cm:.0f} cm^-1")
print(f"eps_s error from damped peaks: {d_damping:+.1e}")
print(f"field along [111]: {field_mv:.0f} MV/cm")
print(f"Morse exponent, rough: {morse_inv_nm:.0f} nm^-1")
print(f"relative ion displacement in that field: {u_pm:.3f} pm")
print(f"bond length: {bond * BOHR * 1e12:.1f} pm")
print(f"eps_s change, field one way: {d_plus:+.3f}")
print(f"eps_s change, field reversed: {d_minus:+.3f}")
print(f"radio frequency: {rf_ghz:.0f} GHz")
print(f"eps change from zero to that frequency: {d_rf:+.1e}")
print("no test failed")
```

Printed output:

```
TO phonon, input: 1055 cm^-1
LO phonon, input: 1305 cm^-1
electronic permittivity, input: 4.5
frequency ratio LO/TO: 1.23697
squared ratio: 1.53009
static permittivity, formula: 6.8854
static permittivity, lattice response: 6.8854
ionic part of static permittivity: 2.3854
ionic share of static permittivity: 34.6 %
wrong result, ratio swapped: 2.941
wrong result, ratio not squared: 5.566
change if eps_inf is 0.05 higher: +0.077
change if LO is 1 cm^-1 higher and TO 1 lower: +0.024
lattice constant, rough input: 0.362 nm
reduced mass: 6.101 u
Born effective charge, from splitting: 1.976 e
Born effective charge, lattice: 1.976 e
lattice modes: 1055.00, 1055.00, 1305.00 cm^-1
second lattice, TO: 1371.6 cm^-1
second lattice, LO: 1616.2 cm^-1
second lattice, electronic permittivity: 2.4318
second lattice, static permittivity response: 3.3766
second lattice, static permittivity formula: 3.3766
layer thickness: 100 nm
capacitance with eps_s: 61.0 nF/cm^2
capacitance wrongly using eps_inf: 39.8 nF/cm^2
piezoelectric constant, rough: 0.8 C/m^2
shear stiffness, rough: 480 GPa
eps_s change, free strain: +0.151
light wavelength: 589 nm
electronic oscillator energy, rough: 14 eV
eps_inf if 4.5 was read in that light: 4.430
eps_s change, optical reading: -0.107
softening of both phonons, rough: 10 cm^-1
eps_s change, phonon softening: +0.025
carrier density, rough: 1e+18 cm^-3
carrier mass, rough: 1.0 m_e
screened plasma wavenumber: 141.2 cm^-1
upper coupled line: 1307.66 cm^-1
eps_s error if that line is taken as LO: +0.028
line damping, rough: 10 cm^-1
eps_s error from damped peaks: +5.4e-05
field along [111]: 8 MV/cm
Morse exponent, rough: 20 nm^-1
relative ion displacement in that field: 0.644 pm
bond length: 156.8 pm
eps_s change, field one way: +0.041
eps_s change, field reversed: -0.039
radio frequency: 10 GHz
eps change from zero to that frequency: +2.4e-07
no test failed
```
